# Sobol Indices of a Rectangular-Barrier WKB Tunnelling Probability: a numerical check

```python
"""Sobol indices of the WKB tunnelling probability of a rectangular barrier.

Result under test: T = exp(-2 d sqrt(2 m phi)) (atomic units), with independent
uniform phi, m, d, has first-order indices S_i = Var(E[T|x_i])/Var(T) and total
indices ST_i = 1 - Var(E[T|all but x_i])/Var(T), obtained by tensor quadrature.
For small relative widths they approach the indices of a product of exponentials,
with relative variances v_i = c_i coth(c_i) - 1.
phi: barrier height above the electron energy (eV); m: barrier mass (electron
masses); d: thickness (angstrom). Input order everywhere: phi, m, d.
"""
from itertools import combinations
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, dblquad
from scipy.special import digamma

K = np.sqrt(2 * const.m_e * const.e) / const.hbar * 1e-10  # 1/(angstrom sqrt(eV))
COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e10   # eV angstrom
center = np.array([3.1, 0.42, 15.0])
half = np.array([0.2, 0.06, 1.0])
rel = half / center
names = ("phi", "m", "d")


def log_wkb(phi, m, d):
    return -2 * K * d * np.sqrt(m * phi)


def uniform_rule(n):
    x, w = np.polynomial.legendre.leggauss(n)
    return x, w / 2


def gaussian_rule(n):
    """Normal variable with the variance of a uniform one on [-1, 1]."""
    x, w = np.polynomial.hermite.hermgauss(n)
    return x * np.sqrt(2 / 3), w / np.sqrt(np.pi)


def average(f, w, axes):
    for axis in axes:
        f = np.expand_dims(np.tensordot(f, w, axes=(axis, 0)), axis)
    return f


def sobol(values, w):
    """Variance shares of all subsets, first-order and total indices, mean, CV."""
    everything = (0, 1, 2)
    mean = average(values, w, everything).item()
    f = values / mean - 1
    variance = average(f**2, w, everything).item()
    parts, share = {}, {}
    for size in (1, 2, 3):
        for u in combinations(everything, size):
            g = average(f, w, [k for k in everything if k not in u])
            for v in parts:
                if set(v) < set(u):
                    g = g - parts[v]
            parts[u] = g
            square = np.broadcast_to(g**2, f.shape)
            share[u] = average(square, w, everything).item() / variance
    first = np.array([share[(i,)] for i in everything])
    total = []
    for i in everything:
        g = np.broadcast_to(average(f, w, [i])**2, f.shape)
        total.append(1 - average(g, w, everything).item() / variance)
    return dict(share=share, S=first, ST=np.array(total), mean=mean,
                cv=np.sqrt(variance))


def grid(x, mid=center, width=half):
    return (mid[0] + width[0] * x[:, None, None],
            mid[1] + width[1] * x[None, :, None],
            mid[2] + width[2] * x[None, None, :])


def analyse(log_model, n=14, rule=uniform_rule, mid=center, width=half):
    x, w = rule(n)
    logs = log_model(*grid(x, mid, width))
    shift = logs.max()
    out = sobol(np.exp(logs - shift), w)
    out["mean"] *= np.exp(shift)
    return out


def product_indices(v):
    p = np.prod(1 + v)
    return v / (p - 1), v * p / (1 + v) / (p - 1)


X0 = -log_wkb(*center)
T0 = np.exp(-X0)
main = analyse(log_wkb)

# The orthogonal parts must exhaust the variance and rebuild the total indices.
assert abs(sum(main["share"].values()) - 1) < 1e-10
for i in range(3):
    rebuilt = sum(s for u, s in main["share"].items() if i in u)
    assert abs(rebuilt - main["ST"][i]) < 1e-10

# Independent precise road: elementary phi average, adaptive quadrature for m, d.
lo, hi = center - half, center + half


def phi_average(m, d, power):
    a = 2 * K * power * d * np.sqrt(m)

    def primitive(phi):
        s = a * np.sqrt(phi)
        return -2 * (1 + s) / a**2 * np.exp(power * X0 - s)
    return (primitive(hi[0]) - primitive(lo[0])) / (hi[0] - lo[0])


area = (hi[1] - lo[1]) * (hi[2] - lo[2])


def md_average(g):
    return dblquad(g, lo[2], hi[2], lo[1], hi[1])[0] / area


mean_q = md_average(lambda m, d: phi_average(m, d, 1))
var_q = md_average(lambda m, d: phi_average(m, d, 2)) - mean_q**2
ST_phi_q = 1 - (md_average(lambda m, d: phi_average(m, d, 1)**2) - mean_q**2) / var_q


def mean_given_d(d):
    return quad(lambda m: phi_average(m, d, 1), lo[1], hi[1])[0] / (hi[1] - lo[1])


S_d_q = (quad(lambda d: mean_given_d(d)**2, lo[2], hi[2])[0] / (hi[2] - lo[2])
         - mean_q**2) / var_q
assert abs(mean_q * T0 / main["mean"] - 1) < 1e-7
assert abs(np.sqrt(var_q) / mean_q - main["cv"]) < 1e-6
assert abs(ST_phi_q - main["ST"][0]) < 1e-6
assert abs(S_d_q - main["S"][2]) < 1e-6

# Random sampling: pairs sharing one input, and pairs differing in one input.
rng = np.random.default_rng(7)
blocks, size = 64, 8192
A = center + half * rng.uniform(-1, 1, (blocks, size, 3))
B = center + half * rng.uniform(-1, 1, (blocks, size, 3))


def sample_t(z):
    return np.exp(log_wkb(z[..., 0], z[..., 1], z[..., 2]) + X0)


fA, fB = sample_t(A), sample_t(B)
mu = (fA.mean() + fB.mean()) / 2
var_mc = (((fA - mu)**2 + (fB - mu)**2) / 2).mean(axis=1)
mc, mc_err = np.zeros((2, 3)), np.zeros((2, 3))
for i in range(3):
    mixed = A.copy()
    mixed[..., i] = B[..., i]
    fM = sample_t(mixed)
    estimates = (((fB - mu) * (fM - fA)).mean(axis=1) / var_mc,
                 ((fA - fM)**2).mean(axis=1) / 2 / var_mc)
    for row, e in enumerate(estimates):
        mc[row, i], mc_err[row, i] = e.mean(), e.std(ddof=1) / np.sqrt(blocks)
assert np.all(np.abs(mc - np.array([main["S"], main["ST"]])) < 4.5 * mc_err)
assert mc_err.max() < 0.01

# Convergence of the tensor rule.
orders = (2, 3, 4, 6)
errors = []
for n in orders:
    r = analyse(log_wkb, n)
    errors.append(max(np.abs(r["S"] - main["S"]).max(),
                      np.abs(r["ST"] - main["ST"]).max()))
assert all(b < a for a, b in zip(errors, errors[1:])) and errors[-1] < 1e-5

# Product approximation: exact limit of narrow relative ranges at fixed c_i.
c = X0 * rel * np.array([0.5, 0.5, 1.0])
v = c / np.tanh(c) - 1
S_prod, ST_prod = product_indices(v)
limit_error = []
for s in (16, 32):
    r = analyse(log_wkb, mid=center * np.array([1, 1, s]),
                width=half * np.array([1 / s, 1 / s, 1]))
    limit_error.append(max(np.abs(r["S"] - S_prod).max(),
                           np.abs(r["ST"] - ST_prod).max()))
assert limit_error[1] < 0.01 and 1.7 < limit_error[0] / limit_error[1] < 2.3
S_lin = c**2 / np.sum(c**2)
narrow = analyse(log_wkb, width=half * 0.01)
assert np.abs(narrow["S"] - S_lin).max() < 1e-3
assert 1 - narrow["S"].sum() < 1e-3

# Logarithm of T: a pure product of powers, with closed indices.
x, w = uniform_rule(14)
log_out = sobol(log_wkb(*grid(x)), w)
root_mean = (hi**1.5 - lo**1.5) / (1.5 * (hi - lo))
v_log = center / root_mean**2 - 1
v_log[2] = rel[2]**2 / 3
S_log, ST_log = product_indices(v_log)
assert np.allclose(log_out["S"], S_log, atol=1e-8)
assert np.allclose(log_out["ST"], ST_log, atol=1e-8)

# Effects that the simple model neglects (rough typical values).
E_in, m_si, V_ox, eps_opt, gap, temp = 0.1, 0.92, 1.0, 2.1, 9.0, 400.0
kT = const.k * temp / const.e


def log_exact(phi, m, d):
    eta = np.sqrt(phi / m) / np.sqrt(E_in / m_si)
    return -np.log1p((eta + 1 / eta)**2 / 4 * np.sinh(K * d * np.sqrt(m * phi))**2)


def log_tilted(phi, m, d):
    root = 2 / (3 * V_ox) * (phi**1.5 - (phi - V_ox)**1.5)
    return -2 * K * d * np.sqrt(m) * root


def image_shape(u):
    return -np.euler_gamma / 2 - (digamma(u) + digamma(1 - u)) / 4


u_mid = (np.arange(2000) + 0.5) / 2000
shape_mid = image_shape(u_mid)


def log_image(phi, m, d):
    phi, m, d = np.asarray(phi), np.asarray(m), np.asarray(d)
    profile = phi[..., None] - COULOMB / (eps_opt * d[..., None]) * shape_mid
    return -2 * K * d * np.sqrt(m) * np.sqrt(np.maximum(profile, 0)).mean(axis=-1)


def log_two_band(phi, m, d):
    return log_wkb(phi * (1 - phi / gap), m / (1 - center[0] / gap), d)


def log_thermal(phi, m, d):
    y, wy = np.polynomial.laguerre.laggauss(8)
    base = log_wkb(phi, m, d)
    gain = sum(b * np.exp(log_wkb(phi - kT * a, m, d) - base) for a, b in zip(y, wy))
    return base + np.log(gain)


def matched_transmission(phi, m, d):
    """Solve continuity of psi and psi'/mass at both interfaces."""
    p = 1j * K * np.sqrt(m_si * E_in) / m_si
    kappa = K * np.sqrt(m * phi)
    q, e = kappa / m, np.exp(-kappa * d)
    matrix = np.array([[1, -e, -1, 0], [-p, -q * e, q, 0],
                       [0, 1, e, -1], [0, q, -q * e, -p]], dtype=complex)
    return abs(np.linalg.solve(matrix, np.array([-1, -p, 0, 0]))[3])**2


phi0, m0, d0 = center
assert abs(np.log(matched_transmission(*center)) - log_exact(*center)) < 1e-8
slope = np.log(matched_transmission(phi0, m0, d0 - 0.1)
               / matched_transmission(phi0, m0, d0 + 0.1)) / 0.2
assert abs(slope / (X0 / d0) - 1) < 1e-5
tilt_q = quad(lambda s: np.sqrt(phi0 - V_ox * s), 0, 1)[0]
assert abs(log_tilted(*center) + 2 * K * d0 * np.sqrt(m0) * tilt_q) < 1e-9
k = np.arange(1, 20001)
for u in (0.2, 0.5):
    image_sum = 1 / (4 * u) + 0.5 * np.sum(k / (k**2 - u**2) - 1 / k)
    assert abs(image_sum - image_shape(u)) < 1e-7
thermal_q = quad(lambda y: np.exp(-y + log_wkb(phi0 - kT * y, m0, d0) + X0), 0, 35)[0]
assert abs(np.exp(log_thermal(*center) + X0) / thermal_q - 1) < 1e-5

variants = [("interface prefactor", log_exact, uniform_rule),
            ("1 V tilt", log_tilted, uniform_rule),
            ("image, ideal metals", log_image, uniform_rule),
            ("two-band dispersion", log_two_band, uniform_rule),
            ("400 K energy spread", log_thermal, uniform_rule),
            ("Gaussian inputs", log_wkb, gaussian_rule)]

# Dependent inputs: a high barrier always goes with a low mass.
linked = np.exp(log_wkb(center[0] + half[0] * x[:, None],
                        center[1] - half[1] * x[:, None],
                        center[2] + half[2] * x[None, :]) + X0)
linked_mean = w @ linked @ w
linked_cv = np.sqrt(w @ linked**2 @ w / linked_mean**2 - 1)


def triple(a, digits=4):
    return ", ".join(f"{n} {z:.{digits}f}" for n, z in zip(names, a))


print(f"barrier height: {phi0:.2f} +/- {half[0]:.2f} eV")
print(f"barrier mass: {m0:.2f} +/- {half[1]:.2f} electron masses")
print(f"thickness: {d0:.1f} +/- {half[2]:.1f} angstrom (= {d0 / 10:.2f} nm)")
print(f"constant sqrt(2 m_e)/hbar: {K:.5f} 1/(angstrom sqrt(eV))")
print(f"nominal decay constant kappa: {X0 / (2 * d0):.4f} 1/angstrom")
print(f"nominal exponent X0: {X0:.3f} (no unit)")
print(f"nominal T: {T0:.3e}; mean T: {main['mean']:.3e}; ratio {main['mean'] / T0:.3f}")
print(f"coefficient of variation of T: {main['cv']:.4f}")
print(f"T at corners, least and greatest: {np.exp(log_wkb(*hi)):.2e}, "
      f"{np.exp(log_wkb(*lo)):.2e}")
print("first-order S:", triple(main["S"]))
print("total ST:", triple(main["ST"]))
for u, s in main["share"].items():
    if len(u) > 1:
        print(f"interaction share {'-'.join(names[i] for i in u)}: {s:.4f}")
print(f"sum of S: {main['S'].sum():.4f}; all interactions: {1 - main['S'].sum():.4f}")
print("log half-ranges c:", triple(c))
print("relative variances v:", triple(v))
print("product approximation S:", triple(S_prod))
print("product approximation ST:", triple(ST_prod))
print(f"product-limit error, d x16 and x32: {limit_error[0]:.5f}, {limit_error[1]:.5f}")
print("small-range limit S:", triple(S_lin))
print("ln T, first-order S:", triple(S_log, 5))
print("ln T, total ST:", triple(ST_log, 5))
print(f"ln T, all interactions: {1 - S_log.sum():.2e}")
print(f"adaptive quadrature: S_d {S_d_q:.6f}, ST_phi {ST_phi_q:.6f}")
print(f"sampling cost: {5 * blocks * size} evaluations of T")
print("sampling S:", triple(mc[0]), "| std. errors:", triple(mc_err[0]))
print("sampling ST:", triple(mc[1]), "| std. errors:", triple(mc_err[1]))
for n, err in zip(orders, errors):
    print(f"tensor rule n={n}: {n**3} evaluations, largest index error {err:.1e}")
print(f"electrode: energy {E_in} eV, mass {m_si} electron masses")
print(f"oxide drop {V_ox} V, field {100 * V_ox / d0:.2f} MV/cm")
print(f"optical permittivity {eps_opt}; oxide gap {gap} eV")
print(f"image lowering at mid-barrier: "
      f"{COULOMB / (eps_opt * d0) * image_shape(0.5):.3f} eV")
print(f"thermal energy at {temp:.0f} K: {kT:.4f} eV")
for label, model, rule in variants:
    r = analyse(model, rule=rule)
    ratio = np.exp(model(*center) + X0)
    print(f"{label}: nominal T ratio {ratio:.3f}, CV {r['cv']:.3f}")
    print(f"   S: {triple(r['S'], 3)}; ST: {triple(r['ST'], 3)}; "
          f"interactions {1 - r['S'].sum():.3f}")
print(f"high phi tied to low m: CV {linked_cv:.4f} (independent {main['cv']:.4f})")
print("all assertions hold")
```

It prints:

```
barrier height: 3.10 +/- 0.20 eV
barrier mass: 0.42 +/- 0.06 electron masses
thickness: 15.0 +/- 1.0 angstrom (= 1.50 nm)
constant sqrt(2 m_e)/hbar: 0.51232 1/(angstrom sqrt(eV))
nominal decay constant kappa: 0.5846 1/angstrom
nominal exponent X0: 17.537 (no unit)
nominal T: 2.419e-08; mean T: 4.090e-08; ratio 1.691
coefficient of variation of T: 1.0978
T at corners, least and greatest: 1.09e-09, 4.31e-07
first-order S: phi 0.0789, m 0.3870, d 0.3262
total ST: phi 0.1499, m 0.5672, d 0.5011
interaction share phi-m: 0.0329
interaction share phi-d: 0.0278
interaction share m-d: 0.1369
interaction share phi-m-d: 0.0103
sum of S: 0.7921; all interactions: 0.2079
log half-ranges c: phi 0.5657, m 1.2527, d 1.1692
relative variances v: phi 0.1045, m 0.4754, d 0.4189
product approximation S: phi 0.0796, m 0.3623, d 0.3192
product approximation ST: phi 0.1667, m 0.5678, d 0.5202
product-limit error, d x16 and x32: 0.00146, 0.00073
small-range limit S: phi 0.0983, m 0.4819, d 0.4198
ln T, first-order S: phi 0.09804, m 0.48265, d 0.41829
ln T, total ST: phi 0.09835, m 0.48353, d 0.41915
ln T, all interactions: 1.03e-03
adaptive quadrature: S_d 0.326170, ST_phi 0.149887
sampling cost: 2621440 evaluations of T
sampling S: phi 0.0797, m 0.3882, d 0.3266 | std. errors: phi 0.0007, m 0.0015, d 0.0015
sampling ST: phi 0.1510, m 0.5672, d 0.4985 | std. errors: phi 0.0008, m 0.0017, d 0.0020
tensor rule n=2: 8 evaluations, largest index error 3.0e-02
tensor rule n=3: 27 evaluations, largest index error 2.5e-03
tensor rule n=4: 64 evaluations, largest index error 1.1e-04
tensor rule n=6: 216 evaluations, largest index error 7.2e-08
electrode: energy 0.1 eV, mass 0.92 electron masses
oxide drop 1.0 V, field 6.67 MV/cm
optical permittivity 2.1; oxide gap 9.0 eV
image lowering at mid-barrier: 0.317 eV
thermal energy at 400 K: 0.0345 eV
interface prefactor: nominal T ratio 0.229, CV 1.052
   S: phi 0.107, m 0.334, d 0.357; ST: phi 0.192, m 0.497, d 0.523; interactions 0.202
1 V tilt: nominal T ratio 4.488, CV 1.022
   S: phi 0.110, m 0.378, d 0.319; ST: phi 0.191, m 0.538, d 0.473; interactions 0.193
image, ideal metals: nominal T ratio 27.013, CV 0.990
   S: phi 0.122, m 0.318, d 0.376; ST: phi 0.204, m 0.462, d 0.528; interactions 0.185
two-band dispersion: nominal T ratio 1.000, CV 1.037
   S: phi 0.020, m 0.437, d 0.368; ST: phi 0.039, m 0.604, d 0.534; interactions 0.174
400 K energy spread: nominal T ratio 1.109, CV 1.092
   S: phi 0.081, m 0.387, d 0.326; ST: phi 0.152, m 0.565, d 0.499; interactions 0.207
Gaussian inputs: nominal T ratio 1.000, CV 1.340
   S: phi 0.057, m 0.405, d 0.293; ST: phi 0.129, m 0.625, d 0.504; interactions 0.245
high phi tied to low m: CV 0.7917 (independent 1.0978)
all assertions hold
```
